# Average force on a delta scatterer from reflected electrons

**Question**

I am working on an electromigration exercise. Electrons, all of the same energy, travel along a line and meet a fixed atom modelled by the potential $g\,\delta(x)$. I have to find the average force on the atom from the reflection probability and the momentum transferred at each reflection.

Each reflected electron should hand over $2\hbar k$, so I multiplied that by the reflection probability $R$. But the result is a momentum, not a force. I then tried to check it with the quantum force $-\partial V/\partial X$, where $X$ is the atom's position. That needs the slope of $|\psi|^2$ at the delta, and the slope is different on the two sides. Using the left one and using the right one give different forces.

Finally, a wire has electrons arriving from both ends. Which of them count? My numbers are an electron energy of 5 eV, $g=0.30$ eV nm, and a bias of 0.10 V across a contact with one conducting channel.

**Answer**

Your product $2\hbar kR$ is the average momentum delivered per arriving electron. To make it a force, you need the number of arrivals per second. The slope problem also has a definite answer, which comes from treating the delta as the limit of a narrow barrier.

**Setting and signs**

Let the beam come from the left and count force as positive to the right. The electron mass is $m$, its energy is $E=\hbar^2k^2/2m$, and its speed is $v=\hbar k/m$. Call the arrival rate $J$, in electrons per second.

I assume that the electrons do not interact with each other, that scattering is elastic, and that the atom is too heavy to recoil appreciably. The atom sits at $X=0$.

**Reflection probability**

For a unit incident wave,

$$\psi(x)=\begin{cases}e^{ikx}+r\,e^{-ikx}, & x<0,\\ t\,e^{ikx}, & x>0.\end{cases}$$

The wave function is continuous at the origin, so

$$1+r=t.$$

Its slope is not continuous. Integrate the Schrödinger equation

$$-\frac{\hbar^2}{2m}\psi''+g\,\delta(x)\psi=E\psi$$

over a vanishingly small interval around zero. The right-hand side contributes nothing because $\psi$ is finite. What remains is

$$\psi'(0^+)-\psi'(0^-)=\frac{2mg}{\hbar^2}\psi(0).$$

Define the dimensionless strength

$$\beta=\frac{mg}{\hbar^2k}.$$

The slopes are $\psi'(0^+)=ikt$ and $\psi'(0^-)=ik(1-r)$, so the jump condition reads

$$ikt-ik(1-r)=2\beta k\,t.$$

Insert $t=1+r$. The left side becomes $2ikr$, and division by $2k$ gives

$$ir=\beta(1+r),\qquad r(i-\beta)=\beta.$$

Multiplying numerator and denominator of $r=\beta/(i-\beta)$ by $-i$ yields

$$r=\frac{-i\beta}{1+i\beta},\qquad t=1+r=\frac{1}{1+i\beta}.$$

The wave number is the same on both sides, so the probabilities are the squared magnitudes:

$$R=|r|^2=\frac{\beta^2}{1+\beta^2},\qquad T=|t|^2=\frac{1}{1+\beta^2}.$$

They add to one. Since $R$ contains $\beta^2$, changing the sign of $g$ leaves it unchanged. An attractive delta is therefore pushed along the beam just as a repulsive one is.

**From momentum to force**

Picture each electron as a long wave packet with a narrow spread about $k$. Before the encounter its mean momentum is $\hbar k$. Long afterwards the packet has split into two separated parts: one has weight $T$ and momentum $+\hbar k$, the other weight $R$ and momentum $-\hbar k$. The mean change is

$$\Delta p_{\rm electron}=\hbar k(T-R)-\hbar k=-2\hbar kR,$$

where I used $T=1-R$. The total momentum of electron and atom is conserved, so the atom gains $+2\hbar kR$ on average. With $J$ arrivals per second,

$$\boxed{F=2\hbar k\,R\,J=2\hbar k\,\frac{\beta^2}{1+\beta^2}\,J.}$$

This is an average over many arrivals. One electron delivers $2\hbar k$ with probability $R$ and no net momentum with probability $T$. The first equality did not use the shape of the potential. It holds for any fixed elastic scatterer with equal potential on its two sides, provided that $R$ is the reflection probability of that scatterer. The delta shape enters through the formula for $R$.

**Which slope belongs in the force operator?**

Replace the delta by a narrow smooth barrier $u(x-X)$ of area $g$. The force on the atom is $-\partial u(x-X)/\partial X=+u'(x-X)$. If the incident beam has $n$ electrons per unit length, then at $X=0$

$$\frac{F}{n}=\int u'\,|\psi|^2dx=-\int u\,\frac{d|\psi|^2}{dx}\,dx=-2\,{\rm Re}\int u\,\psi^*\psi'\,dx.$$

The integration by parts has no boundary term because $u$ vanishes outside the barrier.

Across a very narrow barrier $\psi$ hardly changes and can be set equal to $t$. Its slope does change. With $S(x)=\int_{-\infty}^{x}u(y)\,dy$, the Schrödinger equation gives

$$\psi'(x)\simeq\psi'(0^-)+\frac{2m}{\hbar^2}\,t\,S(x).$$

Since $u=S'$, and $S$ rises from $0$ to $g$,

$$\int u\,S\,dx=\int S'S\,dx=\frac{g^2}{2}.$$

The factor one half is the answer to your puzzle. Substitution gives

$$\frac Fn=-2g\,{\rm Re}\left\{t^*\left[\psi'(0^-)+\frac12\,\frac{2mg}{\hbar^2}t\right]\right\}=-g\,{\rm Re}\left\{t^*\left[\psi'(0^-)+\psi'(0^+)\right]\right\}.$$

The last step uses the jump condition: the left slope plus half the jump is the mean of the two slopes. So you need the average of the two one-sided slopes of $|\psi|^2$.

On the right, ${\rm Re}(t^*\,ikt)=0$, because the transmitted wave has uniform density. On the left, using $t=1+r$,

$$t^*(1-r)=(1+r^*)(1-r)=1-R+r^*-r=1-R-2i\,{\rm Im}\,r.$$

Multiplying by $ik$ and taking the real part gives $2k\,{\rm Im}\,r$. To find the imaginary part, write

$$r=\frac{-i\beta(1-i\beta)}{1+\beta^2}=\frac{-\beta^2-i\beta}{1+\beta^2},\qquad {\rm Im}\,r=-\frac{\beta}{1+\beta^2}.$$

Therefore

$$\frac Fn=-g\,(2k\,{\rm Im}\,r)=\frac{2gk\beta}{1+\beta^2}.$$

Now substitute $g=\hbar^2k\beta/m$ and $n=J/v=Jm/(\hbar k)$:

$$F=\frac{Jm}{\hbar k}\,\frac{2\hbar^2k^2}{m}\,\frac{\beta^2}{1+\beta^2}=2\hbar kRJ.$$

The two methods agree. The left slope alone would have given twice this force, and the right slope alone would have given zero.

A numerical test of the limit used units with $\hbar=m=1$, $k=1$ and $g=0.7$. The force per incident density was computed for Gaussian barriers with standard deviations 0.01 and 0.005, then extrapolated linearly to zero width. The result was 0.6578, against 0.6577 from the delta formula.

**How the force depends on energy**

The answer depends on what you hold fixed. Let $\kappa=m|g|/\hbar^2$, so that $|\beta|=\kappa/k$. At fixed strength and fixed arrival rate,

$$F=2\hbar J\,\frac{k\kappa^2}{k^2+\kappa^2},\qquad \frac{dF}{dk}=2\hbar J\kappa^2\,\frac{\kappa^2-k^2}{(k^2+\kappa^2)^2}.$$

The force rises until $k=\kappa$ and then falls. At the maximum, $R=1/2$ and $F=\hbar\kappa J$. Slow electrons are nearly all reflected but carry little momentum. Fast electrons carry more momentum, but their reflection probability falls as $1/k^2$.

If the incident density $n$ is fixed instead, the arrival rate $J=nv$ grows with speed, and

$$F=\frac{2\hbar^2n}{m}\,\frac{k^2\kappa^2}{k^2+\kappa^2}.$$

This increases steadily with $k$ and approaches $2\hbar^2\kappa^2n/m=2mg^2n/\hbar^2$. At low energy it tends to $2\hbar^2k^2n/m=4En$, the value for complete reflection.

**Electrons from both ends of the wire**

Electrons injected from the left and from the right have no fixed phase relation, so their forces add without an interference term. For equal energies,

$$F=2\hbar kR\,(J_{\rm left}-J_{\rm right}).$$

At zero temperature, low-energy states are filled from both ends, and their pushes cancel as long as the potential is flat across the atom. If part of the bias drops there, these states push against the electron flow: for the numbers below, by about 3 pN if 0.10 V drops evenly over 1.0 nm around the atom, and by about 0.3 pN if 0.01 V does. I assume a flat potential here. The bias $U$ leaves an energy window of width $eU$ that is filled only from the left, if the left contact is the negative terminal.

To count arrivals in that window, take running waves in a long box of length $L$. An interval $dk$ holds $L\,dk/2\pi$ right-moving states, or twice that with spin. An electron in one of them passes a given point at the rate $v/L$. Thus

$$dJ=2\,\frac{L\,dk}{2\pi}\,\frac vL=\frac{v\,dk}{\pi}=\frac{dE}{\pi\hbar}=\frac{2\,dE}{h},$$

because $dE=\hbar v\,dk$ and $h=2\pi\hbar$. For a window narrow enough that $k$ and $R$ hardly vary across it,

$$J=\frac{2eU}{h},\qquad F=2\hbar kR\,\frac{2eU}{h}=\frac{2kR}{\pi}\,eU.$$

The transmitted current has magnitude $I=eTJ$, so the same force can be written

$$F=2\hbar k\,\frac RT\,\frac Ie.$$

This is the wind force of electromigration in the present model. It points along the electron flow, opposite to the conventional current.

**Your numbers**

The energy gives $k=11.456\ {\rm nm}^{-1}$. Since $\hbar^2/m=2E/k^2$, the strength parameter is easy to obtain in your units:

$$\beta=\frac{gk}{2E}=\frac{0.30\times11.456}{2\times5.0}=0.3437.$$

Hence

$$R=\frac{0.3437^2}{1+0.3437^2}=0.1056,\qquad T=0.8944.$$

The bias gives a net arrival rate $J=2eU/h=4.836\times10^{13}\ {\rm s}^{-1}$, and one reflection transfers $2\hbar k=2.416\times10^{-24}$ kg m/s. The force is

$$F=(2.416\times10^{-24})(0.1056)(4.836\times10^{13})\ {\rm N}\approx12.3\ {\rm pN},$$

or 0.077 eV/nm. The accompanying current is 6.93 µA.

Electrons in the bias window, whose pushes are not cancelled from the other side, are reflected $RJ=5.11\times10^{12}$ times per second, or about five times per picosecond. The 12.3 pN is therefore to be read as an average over times much longer than a picosecond.

At the same $g$ and $J$, the force would peak at an electron energy of 0.59 eV, where it would reach 20.1 pN. Your electrons are well above that energy, on the falling side of the curve.

To judge the size of the push, suppose the atom can jump 0.29 nm, with the top of the barrier halfway along. If the force stays constant up to that point, its work is

$$0.077\times0.145\ {\rm eV}\approx0.011\ {\rm eV}.$$

The thermal energy at 300 K is 0.026 eV. On its own, this push would favour forward jumps moderately, but it would not remove a barrier much higher than 0.011 eV.

**Comparison with a real contact**

A bias of about a tenth of a volt and one channel with high transmission are reasonable for a gold contact one atom wide. The energy of 5 eV is too high for one. It is close to the Fermi energy of bulk gold, but $E$ in this model is only the energy of motion along the wire, and in a narrow contact much of the electron's energy belongs to its sideways confinement. As a rough guide, a free-electron chain with one conduction electron per atom and spacing $a=0.29$ nm has $k=\pi/(2a)=5.4\ {\rm nm}^{-1}$ at the Fermi level, or $E\approx1.1$ eV. With the same $g$ and bias, the force would then be about 19 pN instead of 12 pN, though the transmission would drop to 0.65. The strength $g$ is a chosen parameter, not a measured property of a gold atom. In a regular chain, moreover, the scatterer should represent a departure from regularity, since the repeating atoms are already part of the electron's wave. Pulling such a contact apart takes roughly 1.5 nN, about a hundred times the force found here.

At 5 eV the result is sensitive to the assumption of zero width. Keep the area $g$ and the energy fixed, but spread the barrier into a Gaussian. For a full width at half maximum of 0.1 nm, $R$ falls from 0.106 to 0.064; for 0.2 nm it falls to 0.007. At the same $J$, the force falls in proportion, to about 7.5 pN and 0.8 pN.

The trend comes from interference. In weak scattering, the wave reflected from a slice at $x$ carries a phase $e^{2ikx}$, and averaging this over a Gaussian of standard deviation $s$ gives $R\simeq\beta^2e^{-4k^2s^2}$. That estimate yields 0.046 and 0.003 for the two widths. It shows the fall but is too crude for the values themselves. At 1.1 eV the wavelength is longer and the repulsive barrier shows no such fall: $R$ is 0.346 for the delta, 0.383 for 0.1 nm and 0.327 for 0.2 nm, and the force stays between 18 and 21 pN. A finite width also makes the sign of $g$ matter: at 5 eV an attractive Gaussian of the same area gives $R=0.029$ and $0.0008$ for the two widths. It is safer to treat $g$ as an effective strength, chosen to reproduce the true $R$ at the energy of interest.

**Other effects left out**

The electric field also acts on the atom directly. If the atom carried charge $+e$ and the whole 0.10 V dropped evenly over 1.0 nm, this force would be 16.0 pN towards the negative terminal, against the electron wind. That assumes more drop at the atom than this model gives. The window electrons have mean density $1+R$ on the left and $T$ on the right, in units of the incident density. If the wire stays neutral on both sides, the potential step that evens this out is $RU=0.011$ V, and the rest of the bias drops at the contacts. The direct force on $+e$ is then 1.7 pN if the step is spread over 1.0 nm, or about 6 pN over 0.3 nm. The actual charge and local field need a calculation of the contact itself. Where the two forces are opposed and similar in size, the wind force alone cannot tell you which way the atom will migrate.

Nearby scatterers matter too. For two identical deltas, the total force is $2\hbar kJ$ times the reflection probability of the pair. At fixed $k$ and $J$, varying their spacing over half a wavelength changes this total from practically zero to 1.64 times the sum of two independent forces. Adding forces atom by atom is therefore unreliable when the electron waves stay coherent between the atoms.

By contrast, treating the beam as having a single energy costs almost nothing here. Integrating over the bias window and including the thermal spread at 300 K changes the force by about 0.003 percent, with $g$ held constant. The window is centred on 5 eV, so the part of $kR$ that varies linearly with energy cancels.

Recoil is also small. A gold atom initially at rest takes up about $5.6\times10^{-5}$ eV per reflection, compared with an electron energy of 5 eV. That supports the fixed-atom approximation for one collision. It does not show that the contact stays cool, because many kicks can add energy to the atom's vibration, and the average force does not describe that heating.

The numerical output below lists the main values for your example.

## Values computed for the example and the checks

```
TESTS IN REDUCED UNITS (hbar = m = 1), g = 0.7, k = 1.0
packet reflected probability: 0.33050
same from formula: 0.33031
packet momentum loss: 0.65725
time integral of force operator: 0.65725
same from formula: 0.65716
narrow-barrier force, zero-width limit: 0.65780
delta formula: 0.65772
EXAMPLE INPUTS
electron energy: 5.0 eV
scatterer strength g: 0.30 eV nm
bias: 0.10 V
temperature: 300 K
EXAMPLE RESULTS
wave number k: 11.456 1/nm
wavelength: 0.548 nm
speed: 1.3262e+06 m/s
beta: 0.3437
reflection probability R: 0.1056
transmission probability T: 0.8944
momentum per reflection: 2.4162e-24 kg m/s
net incidence rate J: 4.8360e+13 1/s
incidence rate from box-state sum: 4.8358e+13 1/s
reflections per second: 5.1084e+12 1/s
current: 6.930 uA
force from momentum balance: 12.343 pN
force from force operator: 12.343 pN
force in other unit: 0.07704 eV/nm
atomic jump length: 0.29 nm
work over half a jump: 0.0112 eV
thermal energy kT: 0.0259 eV
energy of greatest force at fixed J: 0.591 eV
greatest force at same J: 20.078 pN
saturated force per density: 2.3622 eV
EFFECTS LEFT OUT
force change, finite bias window: 0.0008 percent
force change, window and temperature: 0.0028 percent
atom mass: 197 u
recoil energy per reflection: 5.57e-05 eV
length of voltage drop: 1.0 nm
opposing direct force, charge +e: 16.02 pN
R, Gaussian of full half-width 0.1 nm: 0.06376
R, Gaussian of full half-width 0.2 nm: 0.00707
pair force / two single forces, least: 0.000
pair force / two single forces, most: 1.636
```
